# Landau-Rumer damping of transverse phonons by thermal longitudinal phonons

## A shear wave in a cold solid

A transverse sound wave of a few gigahertz runs through a solid at 10 K. The lattice already holds thermal phonons of much higher frequency, and elasticity is not perfectly linear, so they can take energy from the wave. How fast does this happen, and how does the loss depend on frequency and temperature?

The model is an isotropic elastic body of density $\rho$, with longitudinal and transverse sound speeds $c_l>c_t$ and $s=c_t/c_l$. The wave has wavevector $\mathbf q=q\hat{\mathbf q}$, unit polarization $\hat{\mathbf e}\perp\hat{\mathbf q}$ and angular frequency $\omega=c_tq$. We assume $\hbar\omega\ll k_BT$ and a temperature far below the Debye temperature, so that the thermal phonons have linear dispersion. They must also live much longer than $1/\omega$. The rate $\Gamma$ derived here is the decay rate of phonon number, and so of wave energy; the amplitude decays at $\Gamma/2$.

## The cubic coupling

Both derivations need the strength with which a shear wave acts on longitudinal waves. Let $F_{ij}=\partial u_i/\partial x_j$ be the displacement gradient in material coordinates, which label points of the undeformed body. In these coordinates the kinetic energy density is $\rho\dot u^2/2$, with no cubic part. The elastic energy density is

$$\mathcal U=\mu\,\mathrm{tr}\,\eta^2+\frac{\lambda}{2}(\mathrm{tr}\,\eta)^2+\frac A3\mathrm{tr}\,\eta^3+B\,\mathrm{tr}\,\eta^2\,\mathrm{tr}\,\eta+\frac C3(\mathrm{tr}\,\eta)^3,\qquad \eta=\tfrac12(F+F^T+F^TF).$$

Here $\lambda,\mu$ are the Lamé moduli, with $\rho c_l^2=\lambda+2\mu$ and $\rho c_t^2=\mu$, and $A,B,C$ are the Landau third-order moduli.

Put $F=aF_1+bF_2+cF_3$ and call $\Phi$ the coefficient of $abc$ in $\mathcal U$. With $S_i=\frac12(F_i+F_i^T)$ and $P_{ij}=\frac12(F_i^TF_j+F_j^TF_i)$, the strain contains $aS_1+bS_2+cS_3$ and the products $abP_{12}+acP_{13}+bcP_{23}$. Collecting terms gives

$$\Phi=\sum_{i}\left[2\mu\,\mathrm{tr}(S_iP_{jk})+\lambda\,\mathrm{tr}S_i\,\mathrm{tr}P_{jk}+2B\,\mathrm{tr}(S_jS_k)\,\mathrm{tr}S_i\right]+2A\,\mathrm{tr}(S_1S_2S_3)+2C\,\mathrm{tr}S_1\,\mathrm{tr}S_2\,\mathrm{tr}S_3,$$

where $j,k$ are the two indices other than $i$. The factor $2A$ is $A/3$ times six orderings, whose traces are equal for symmetric matrices.

Now take a shear gradient $F_1=\hat{\mathbf e}\hat{\mathbf q}^T$ and two longitudinal gradients along the same unit vector $\mathbf n$, $F_2=F_3=\mathbf n\mathbf n^T$. Write $g=(\mathbf n\cdot\hat{\mathbf q})(\mathbf n\cdot\hat{\mathbf e})$. Then:

- $\mathrm{tr}S_1=\hat{\mathbf e}\cdot\hat{\mathbf q}=0$, so the $C$ term vanishes: shear does not change the volume to first order.
- $P_{23}=\mathbf n\mathbf n^T$ and $P_{12}=P_{13}=\frac12(\mathbf n\cdot\hat{\mathbf e})(\hat{\mathbf q}\mathbf n^T+\mathbf n\hat{\mathbf q}^T)$. The three traces $\mathrm{tr}(S_iP_{jk})$ each equal $g$, which gives $6\mu g$.
- $\mathrm{tr}P_{12}=\mathrm{tr}P_{13}=g$ and $\mathrm{tr}S_2=\mathrm{tr}S_3=1$, which gives $2\lambda g$.
- $\mathrm{tr}(S_1S_2S_3)=g$ gives $2Ag$. Of the $B$ terms, two survive with $\mathrm{tr}(S_1S_2)=\mathrm{tr}(S_1S_3)=g$ and give $4Bg$.

The coupling for unit gradients is therefore

$$W=2M(\mathbf n\cdot\hat{\mathbf q})(\mathbf n\cdot\hat{\mathbf e}),\qquad M=\lambda+3\mu+A+2B. \tag{1}$$

## First derivation: three-phonon collisions

**Which collisions are allowed.** Consider absorption $T+L\to L$, with thermal wavevector $\mathbf k$, final wavevector $\mathbf k'=\mathbf k+\mathbf q$, and $x=\cos\theta$ for the angle between $\mathbf k$ and $\mathbf q$. Squaring the energy condition $c_lk'=c_lk+c_tq$ gives

$$c_l^2(k^2+q^2+2kqx)=c_l^2k^2+2c_lc_tkq+c_t^2q^2\quad\Rightarrow\quad x=s-(1-s^2)\frac{q}{2k}.$$

For $q\ll k$ this becomes $x=s$, or $c_l\cos\theta=c_t$. The thermal phonon keeps pace with the wave fronts and so feels a constant phase.

The other channels do not supply thermal partners:

- $T+L\to T$ would need $c_tk'=c_tq+c_lk$, but $c_tk'\le c_t(q+k)$.
- Decay of the wave into products that include a longitudinal phonon is impossible, because the products' energy would exceed $c_t$ times the sum of their wavenumbers, which is at least $c_tq$.
- $T+T\to L$ needs $c_l|k-q|\le c_t(k+q)$, so $k$ lies between $q(1-s)/(1+s)$ and $q(1+s)/(1-s)$. The partner is then comparable in wavenumber to the wave, not thermal.
- $T+T\to T$ and $T\to T+T$ require collinear wavevectors. A half-turn about their common direction reverses all three polarizations, hence the sign of $\Phi$; isotropy leaves $\Phi$ unchanged, so $\Phi=0$.

**Matrix element.** In a volume $V$ the displacement is

$$\mathbf u=\sum\sqrt{\frac{\hbar}{2\rho V\omega_p}}\left(a_p\hat{\mathbf e}_pe^{i\mathbf p\cdot\mathbf x}+\text{h.c.}\right),$$

summed over all modes $p$. The term that destroys $\mathbf q$ and $\mathbf k$ and creates $\mathbf k'$ has gradients equal to the unit gradients times $iq$, $ik$ and $-ik'$. The space integral gives $V$. Since $\Phi$ already counts all orderings, the squared matrix element without occupation factors is

$$|\mathcal M|^2=V^2\left(\frac{\hbar}{2\rho V}\right)^3\frac{(qkk')^2W^2}{\omega\,\omega_k\omega_{k'}}=\frac{\hbar^3(qkk')^2W^2}{8\rho^3V\omega\,\omega_k\omega_{k'}}.$$

For $q\ll k$ the two longitudinal directions coincide, and $W$ is given by (1).

**Net rate.** Absorption and the reverse emission enter as

$$N_qN_k(N_{k'}+1)-(N_q+1)(N_k+1)N_{k'}=N_q(N_k-N_{k'})-N_{k'}(N_k+1).$$

The right side vanishes when all occupations are thermal. With the longitudinal phonons held in equilibrium, a deviation of $N_q$ from its thermal value thus decays at

$$\Gamma=\frac{2\pi}{\hbar^2}\sum_{\mathbf k}|\mathcal M|^2(N_k-N_{k'})\,\delta(\omega+\omega_k-\omega_{k'}).$$

**Soft limit.** To leading order in $q/k$ and $\hbar\omega/k_BT$,

$$N_k-N_{k'}\simeq-\omega\frac{dN}{d\omega_k},\qquad \delta(\omega+\omega_k-\omega_{k'})\simeq\delta(c_tq-c_lqx)=\frac{\delta(x-s)}{c_lq},$$

and $(qkk')^2\simeq q^2k^4$, $\omega_k\omega_{k'}\simeq c_l^2k^2$. Replacing the sum by $V\int k^2dk\,dx\,d\varphi/(2\pi)^3$ gives

$$\Gamma=\frac{\hbar q}{32\pi^2\rho^3c_l^3}\int_0^\infty k^4\left(-\frac{dN}{d\omega_k}\right)dk\int_0^{2\pi}W^2\Big|_{x=s}d\varphi. \tag{2}$$

The number comes from $2\pi/(8\cdot8\pi^3)=1/(32\pi^2)$. The factor $\omega$ from the occupations cancels the $1/\omega$ of the matrix element, and one power of $q$ remains.

With $\varphi$ measured from $\hat{\mathbf e}$, $W^2=4M^2x^2(1-x^2)\cos^2\varphi$, so the angular integral is $4\pi M^2s^2(1-s^2)$. For the radial integral set $y=\hbar c_lk/k_BT$:

$$\int_0^\infty k^4\left(-\frac{dN}{d\omega_k}\right)dk=\frac{1}{c_l^5}\left(\frac{k_BT}{\hbar}\right)^4\int_0^\infty\frac{y^4e^y}{(e^y-1)^2}dy.$$

Integration by parts turns the last integral into $4\int y^3/(e^y-1)\,dy$. Expanding in powers of $e^{-y}$ gives $4\sum_m6/m^4=24\cdot\pi^4/90=4\pi^4/15\approx25.98$. Substituting both integrals and $q=\omega/c_t$, the numerical factor is $(4\pi/32\pi^2)(4\pi^4/15)=\pi^3/30$, and

$$\boxed{\Gamma=\frac{\pi^3}{30}\,\frac{M^2s^2(1-s^2)}{\rho^3\hbar^3c_t\,c_l^8}\;\omega\,(k_BT)^4} \tag{3}$$

The power $T^4$ comes from the thermal integral: $k^2$ from the density of states and $k^2$ from the coupling, weighted by $-dN/d\omega_k$. The single power of $\omega$ expresses a fixed fractional loss per cycle.

## Second derivation: a wave that modulates a phonon gas

Now treat the shear wave classically, $\mathbf u=\hat{\mathbf e}\,U\cos(\mathbf q\cdot\mathbf x-\omega t)$. Its gradient is $h\,\hat{\mathbf e}\hat{\mathbf q}^T$, with $h$ oscillating at amplitude $qU$.

**Frequency shift.** A longitudinal wave along $\mathbf n$ has stiffness $\partial^2\mathcal U/\partial b^2$ for $F=b\,\mathbf n\mathbf n^T$, which is $\rho c_l^2$ in the undeformed body. By the definition of $\Phi$, the shear changes it by $Wh$ to first order. Mixing with transverse waves changes the frequency at order $h^2$, because $c_l\ne c_t$. At fixed material wavevector, the squared frequency is proportional to the stiffness, so

$$\frac{\delta\omega_k}{\omega_k}=\frac{Wh}{2\rho c_l^2}.$$

**Kinetic equation.** Let $\Omega=\omega_k+\delta\omega_k$ be the local frequency and let collisions restore the Bose function $N_0(\Omega)$ in a time $\tau$:

$$\frac{\partial N}{\partial t}+\frac{\partial\Omega}{\partial\mathbf k}\cdot\nabla N-\nabla\Omega\cdot\frac{\partial N}{\partial\mathbf k}=-\frac{N-N_0(\Omega)}{\tau}.$$

Write $N=N_0(\Omega)+f$. The two streaming terms cancel when they act on a function of $\Omega$. To first order in $h$, with $\mathbf v=c_l\mathbf n$ and $N_0'=dN_0/d\omega_k$,

$$\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla f+\frac f\tau=-N_0'\frac{\partial\,\delta\omega_k}{\partial t}.$$

For complex amplitudes multiplying $e^{i(\mathbf q\cdot\mathbf x-\omega t)}$ this reads $\hat f=i\omega N_0'\,\delta\hat\omega_k/D$, with $D=1/\tau-i(\omega-\mathbf q\cdot\mathbf v)$.

**Absorbed power.** The wave does work on one mode at the mean rate $\hbar\langle N\,\partial_t\delta\omega_k\rangle$. The part with $N_0(\Omega)$ is a total time derivative and averages to zero. The rest is

$$\frac\hbar2\mathrm{Re}\left[\hat f\,(-i\omega\,\delta\hat\omega_k)^*\right]=\frac\hbar2\omega^2(-N_0')|\delta\hat\omega_k|^2\frac{\tau}{1+(\omega-\mathbf q\cdot\mathbf v)^2\tau^2},$$

which is positive. Sum over modes, insert $|\delta\hat\omega_k|=c_lk|W|qU/(2\rho c_l^2)$, and divide by the wave's energy density $\rho\omega^2U^2/2$:

$$\Gamma=\frac{\hbar q^2}{32\pi^3\rho^3c_l^2}\int_0^\infty k^4(-N_0')\,dk\int W^2\,\frac{\tau}{1+(\omega-c_lqx)^2\tau^2}\,dx\,d\varphi. \tag{4}$$

**Long lifetime.** As $\omega\tau\to\infty$, the Lorentzian tends to $\pi\delta(\omega-c_lqx)=\pi\delta(x-s)/(c_lq)$. Equation (4) then becomes (2), and (3) follows with the same prefactor.

**Short lifetime.** For $\omega\tau\ll1$ the Lorentzian tends to $\tau$ at every angle. Since $\int_{-1}^1x^2(1-x^2)dx=4/15$, the ratio to (3) becomes

$$\frac{\Gamma}{\Gamma_{(3)}}\to\frac{4\,\omega\tau}{15\pi s^3(1-s^2)}.$$

This longitudinal part of the damping is then proportional to $\omega^2\tau T^4$. It is not the whole loss: no resonance condition now excludes the thermal transverse phonons, which add a term of the same form, and their lower speed can make that term the larger one. Any temperature dependence of $\tau$ changes the power of $T$ as well. For $s=0.625$, the integral (4) divided by (3) is 0.056, 0.32, 0.84 and 0.98 at $\omega\tau=0.1$, 1, 10 and 100. The limiting expression gives 0.057 at $\omega\tau=0.1$.

## What each derivation assumes

The collision argument treats energy as sharply conserved, so it presupposes long-lived thermal phonons and cannot say how long is long enough. In return, before the soft limit is taken, the golden rule can be used at any ratio $\hbar\omega/k_BT$, provided the $T+T\to L$ channel is added: it is no longer negligible once $\hbar\omega$ approaches $k_BT$. The kinetic argument needs a wave much longer than the thermal wavelengths and $\hbar\omega\ll k_BT$, but it keeps a finite lifetime. Its weak point is the single time $\tau$, which stands for all collisions and returns the gas to rest with the lattice. Collisions that conserve total phonon momentum would need a fuller collision term. The dependence on $\tau$ drops out in the limit where the two results agree.

Both rely on isotropy to remove thermal transverse phonons. With finite lifetimes this removal needs a closer look, because near-collinear transverse phonons almost keep pace with the wave. For transverse gradients $\mathbf f\mathbf n^T$ and $\mathbf f'\mathbf n^T$, the general $\Phi$ reduces to

$$W_{ff'}=\left(2\mu+\tfrac A2\right)\left[(\mathbf f\cdot\mathbf f')g+\tfrac12(\mathbf f\cdot\hat{\mathbf q})(\mathbf f'\cdot\hat{\mathbf e})+\tfrac12(\mathbf f\cdot\hat{\mathbf e})(\mathbf f'\cdot\hat{\mathbf q})\right].$$

At small angle $\theta$ from $\hat{\mathbf q}$, summing $W_{ff'}^2$ over both polarizations gives $(2\mu+A/2)^2\theta^2(1+\cos^2\varphi)/2$. Its azimuthal integral is $3\pi(2\mu+A/2)^2(1-x)$, since $\theta^2\simeq2(1-x)$. Equation (4) with $c_l$ replaced by $c_t$ has the Lorentzian centred at $x=1$, with width $\epsilon=1/(\omega\tau_T)$. The integral of $(1-x)\epsilon/[(1-x)^2+\epsilon^2]$ is $\epsilon\ln(1/\epsilon)$ to leading logarithm. The prefactor, the thermal integral and the Lorentzian together scale as $c^{-2}c^{-5}c^{-1}=c^{-8}$ with the thermal phonons' speed $c$. Relative to (3), the extra loss is therefore

$$\frac{\Gamma_{TT}}{\Gamma}\simeq\left(\frac{c_l}{c_t}\right)^8\frac{3(2\mu+A/2)^2}{4\pi M^2s^2(1-s^2)}\,\frac{\ln(\omega\tau_T)}{\omega\tau_T}. \tag{5}$$

This logarithm assumes strictly linear dispersion. If the thermal transverse phonons have group velocity $v<c_t$ with $1-v/c_t\gg\epsilon$, the resonance lies outside $x\le1$, the logarithm is cut off at about $\ln[1/(1-v/c_t)]$, and (5) overestimates the loss. Long life of the thermal transverse phonons is still a separate condition for (3), unless $2\mu+A/2$ happens to vanish.

## A cryogenic acoustic resonator

Take round parameters in the rough regime of a bulk-acoustic-wave resonator made of a stiff solid: $\rho=4000$ kg/m³, $c_l=8$ km/s, $c_t=5$ km/s, 10 GHz, 10 K and a 10 mm body. The Lamé moduli are $\lambda=56$ GPa and $\mu=100$ GPa. With $A=-400$ GPa and $B=-200$ GPa,

$$M=56+300-400-400=-444\ \text{GPa}.$$

The sign does not matter, since $M$ enters squared. To evaluate (3), write it as

$$\frac\Gamma\omega=\frac{\pi^3}{30}\left(\frac{M}{\rho c_l^2}\right)^2s(1-s^2)\,\frac{\hbar(k_BT/\hbar)^4}{\rho c_l^5}.$$

Here $(M/\rho c_l^2)^2=(444/256)^2=3.01$ and $s(1-s^2)=0.381$. The last fraction is $2.36\times10^{-9}$, so $\Gamma/\omega=1.034\times3.01\times0.381\times2.36\times10^{-9}=2.80\times10^{-9}$. Multiplying by $\omega=6.28\times10^{10}$ s⁻¹ gives $\Gamma\approx176$ s⁻¹: a phonon lifetime of 5.7 ms, a quality factor $\omega/\Gamma$ of $3.6\times10^8$ and an attenuation of 0.15 dB/m. At the same frequency the rate is 11 s⁻¹ at 5 K and 2800 s⁻¹ at 20 K.

The resonant thermal phonons travel at 51° to the wave. Those that weigh most in the thermal integral have $\hbar\omega_k=3.83\,k_BT$, or about 800 GHz. Their estimated anharmonic rate is $1.2\times10^5$ s⁻¹, and the wall rate, taken as $c_l$ over the body size, is $8\times10^5$ s⁻¹. Together they give $\omega\tau\approx7\times10^4$, which changes $\Gamma$ by about $-3\times10^{-5}$ of its value. This estimate omits defects, mass disorder and collinear collisions among longitudinal phonons.

The finite ratio $\hbar\omega/k_BT=0.048$ lowers the rate by 0.05%, and the $T+T\to L$ channel adds 0.02%. A sine-law dispersion of the thermal phonons, with their fractional frequency shift per unit strain left unchanged, raises the rate by about 1% for an assumed density of $8\times10^{28}$ atoms per m³; a lower atom density gives a larger shift, about 2% at $3\times10^{28}$ m⁻³. These figures take one atom per primitive cell. In a crystal with several atoms per cell the acoustic branches end at a wavenumber set by the cell density, and ten atoms per cell at $8\times10^{28}$ atoms per m³ give about 5.5%. As a test of the collision integral at 10 K and $\hbar\omega=0.5\,k_BT$, a direct sum over thermal modes, with the delta function slightly broadened, gave 0.995 of the integral.

The printed near-collinear transverse loss is zero to rounding, and this is an accident of the parameters: $2\mu+A/2=200-200=0$. It says nothing about other materials. Equation (5) gives the scale instead. If $|2\mu+A/2|$ equalled $|M|$, with $M$, the speeds and $\omega\tau_T=1.2\times10^5$ held fixed, the extra loss would be about 0.4% of $\Gamma$ for linear dispersion. The sine-law dispersion at $8\times10^{28}$ atoms per m³ slows the dominant transverse phonons by $1-v/c_t\approx4\times10^{-3}$, far more than $1/(\omega\tau_T)\approx8\times10^{-6}$, and lowers this to about 0.1%.

In a real resonator, surfaces, electrodes, supports and defects also take energy, so the quality factor found here describes one loss mechanism, not the device. The mean free path $c_t/\Gamma$ is 28 m, against a 10 mm body, so the wave meets the walls thousands of times before this mechanism damps it. Single crystals also break the assumption of isotropy. Their two transverse branches differ in speed, which can allow resonant absorption by thermal transverse phonons away from the collinear direction. The factor $(c_l/c_t)^8\approx43$ shows how strongly their lower speed would favour such a channel at equal coupling and angular factors. The actual change depends on the crystal and the direction, but it can be large enough for (3) to miss the dominant loss. The remaining values are in the numerical output.

## Numbers as computed

```
density = 4000 kg/m^3
longitudinal speed = 8.00 km/s
transverse speed = 5.00 km/s
speed ratio s = 0.6250
Lame moduli lam, mu = 56.0, 100.0 GPa
Landau moduli A, B, C = -400, -200, -100 GPa
coupling modulus M = -444.0 GPa
frequency = 10.0 GHz
temperature = 10.0 K
body size = 10.0 mm
hbar*omega/(kB*T) = 0.0480
resonance angle = 51.32 degrees
thermal integral of x^4 e^x/(e^x-1)^2 = 25.97576
x at peak of thermal weight = 3.830
frequency of dominant L phonons = 798.0 GHz
damping rate Gamma, formula = 175.85 1/s
damping rate, exact kinematics = 175.77 1/s
phonon lifetime 1/Gamma = 5.687 ms
quality factor omega/Gamma = 3.573e+08
free path c_t/Gamma = 28.43 m
attenuation = 0.1527 dB/m
Gamma at 5 K = 10.99 1/s
Gamma at 20 K = 2813.7 1/s
test: mode sum / golden-rule integral = 0.9950
test: exact / formula at hbar*omega = 0.01 kB*T = 0.999979
test: power of omega = 0.9999, power of T = 4.0000
test: Boltzmann / formula at omega*tau = 1e5: 0.999982
Boltzmann / formula, L phonons, omega*tau = 0.1: 0.0559
Boltzmann / formula, L phonons, omega*tau = 1: 0.3222
Boltzmann / formula, L phonons, omega*tau = 10: 0.8376
Boltzmann / formula, L phonons, omega*tau = 100: 0.9819
anharmonic rate of dominant L phonons = 1.179e+05 1/s
anharmonic rate of dominant T phonons = 3.776e+04 1/s
wall rates c/size, L and T = 8.00e+05, 5.00e+05 1/s
omega*tau of thermal L phonons = 6.846e+04
omega*tau of thermal T phonons = 1.168e+05
neglected: finite hbar*omega/(kB*T), relative = -4.86e-04
neglected: finite L lifetime, relative = -2.68e-05
neglected: near-collinear T phonons, relative = 4.18e-35
same with T lifetime 100 times shorter = 2.21e-33
neglected: T + T -> L channel, relative = 1.71e-04
atom density for dispersion = 8.0e+28 1/m^3
L Debye temperature = 1026 K
neglected: sine-law dispersion, relative = 1.13e-02
speed weight (c_l/c_t)^8 if anisotropy opens T channel = 42.9
```
